# Diffusion coefficient of a memoryless vacancy on the diamond lattice: test program

```python
"""Vacancy diffusion on the diamond lattice.

Result under test: a vacancy that jumps to each of its four nearest
neighbours at rate w, without memory, has D = a^2 w / 8.
  a : cubic lattice constant      w : jump rate to ONE neighbour
  D : diffusion coefficient, mean-square displacement = 6 D t
The example is a neutral vacancy in silicon with rough typical parameters.
Internal units: nm, s, eV, K. Lattice tests use a = w = 1.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse import csr_matrix, identity
from scipy.sparse.linalg import expm_multiply


def diffusion_coefficient(lattice_constant, rate_per_neighbour):
    return lattice_constant**2 * rate_per_neighbour / 8


# ---- Geometry: find the neighbours in an explicitly built crystal ----
fcc_basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cells = np.array(list(itertools.product(range(-2, 3), repeat=3)))
fcc_sites = (cells[:, None, :] + fcc_basis[None, :, :]).reshape(-1, 3)
shift = np.array([.25, .25, .25])
crystal = np.vstack([fcc_sites, fcc_sites + shift])


def nearest_jumps(site):
    vectors = crystal - site
    lengths = np.linalg.norm(vectors, axis=1)
    shortest = lengths[lengths > 1e-9].min()
    return vectors[np.abs(lengths - shortest) < 1e-9]


jumps_A = nearest_jumps(np.zeros(3))
jumps_B = nearest_jumps(shift)
for jumps in (jumps_A, jumps_B):
    assert len(jumps) == 4
    assert np.allclose(np.sum(jumps**2, axis=1), 3 / 16)
    assert np.allclose(jumps.sum(axis=0), 0)
    assert np.allclose(jumps.T @ jumps, np.eye(3) / 4)
assert np.allclose(sorted(map(tuple, jumps_A)), sorted(map(tuple, -jumps_B)))

# ---- Master equation on all sites within 24 jumps of the start ----
# Up to w t = 1 the chance of more than 24 jumps is about 1e-12.
integer_jumps = [np.rint(4 * j).astype(int).tolist()
                 for j in (jumps_A, jumps_B)]
site_index = {(0, 0, 0): 0}
frontier = [(0, 0, 0)]
links_to, links_from = [], []
for shell in range(24):
    next_frontier = []
    for site in frontier:
        for jump in integer_jumps[shell % 2]:
            target = tuple(s + j for s, j in zip(site, jump))
            if target not in site_index:
                site_index[target] = len(site_index)
                next_frontier.append(target)
            # Store each bond once in each direction.
            links_to.append(site_index[target])
            links_from.append(site_index[site])
    frontier = next_frontier
n_sites = len(site_index)
positions = np.array(list(site_index.keys())) / 4
generator = csr_matrix((np.ones(len(links_to)), (links_to, links_from)),
                       shape=(n_sites, n_sites)) - 4 * identity(n_sites)
generator = generator.tocsr()
start = np.zeros(n_sites)
start[0] = 1
cluster_msd = {}
for time in (0.1, 0.4, 1.0):
    probability = expm_multiply(generator * time, start)
    assert abs(probability.sum() - 1) < 1e-9
    second_moment = positions.T @ (probability[:, None] * positions)
    expected = 2 * diffusion_coefficient(1, 1) * time * np.eye(3)
    assert np.allclose(second_moment, expected, rtol=0, atol=1e-8)
    cluster_msd[time] = np.trace(second_moment)


# ---- Density waves: decay rates of the two sublattice amplitudes ----
def wave_decay_rates(wavevector):
    f = np.exp(1j * jumps_A @ wavevector).sum()
    matrix = np.array([[4, -f], [-np.conj(f), 4]])
    return np.linalg.eigvalsh(matrix), abs(f)


for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, -3]):
    unit = np.array(direction) / np.linalg.norm(direction)
    rates, f_size = wave_decay_rates(0.01 * unit)
    assert abs(rates[0] / 0.01**2 - diffusion_coefficient(1, 1)) < 1e-5
    rates, f_size = wave_decay_rates(2.0 * unit)
    assert np.allclose(rates, [4 - f_size, 4 + f_size])


# ---- Memory: chance p of immediate reversal instead of 1/4 ----
def reversal_factor(p):
    return 2 * (1 - p) / (1 + 2 * p)


for p in (0.0, 0.1, 0.25, 0.3, 0.6):
    # Same bond label twice in a row means a reversal: the sign alternates.
    label_step = np.full((4, 4), (1 - p) / 3)
    np.fill_diagonal(label_step, p)
    overlaps = jumps_A @ jumps_A.T / (3 / 16)
    if p == 0.1:
        mean_cosine = -np.sum(label_step * overlaps) / 4
        assert abs(mean_cosine - (1 - 4 * p) / 3) < 1e-12
    correlation_sum, power = 1.0, np.eye(4)
    for lag in range(1, 200):
        power = power @ label_step
        correlation_sum += 2 * (-1)**lag * np.sum(power * overlaps) / 4
    assert abs(correlation_sum - reversal_factor(p)) < 1e-9

# ---- Worked example: rough typical values for a vacancy in silicon ----
a = 0.543                   # nm
attempt_frequency = 1e13    # 1/s, per neighbour
barrier = 0.45              # eV, neutral vacancy
temperature = 300.0         # K
duration = 1e-3             # s
k_B = constants.k / constants.e


def jump_rate(energy, kelvin):
    return attempt_frequency * np.exp(-energy / (k_B * kelvin))


thermal_energy = k_B * temperature
w = jump_rate(barrier, temperature)
D = diffusion_coefficient(a, w)
jump_length = a * np.linalg.norm(jumps_A[0])
rms = np.sqrt(6 * D * duration)

# ---- Neglected: barrier error and temperature change ----
barrier_factor = jump_rate(barrier - 0.05, temperature) / w
warming_factor = jump_rate(barrier, temperature + 10) / w

# ---- Neglected: quantum transmission of a parabolic barrier ----
quantum_ratio = constants.h * attempt_frequency / (constants.k * temperature)
tunnel_factor = (quantum_ratio / 2) / np.sin(quantum_ratio / 2)
tunnel_integral = quad(
    lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / quantum_ratio)),
    -barrier / thermal_energy, 60, limit=400)[0]
assert abs(tunnel_integral / tunnel_factor - 1) < 1e-6

# ---- Neglected: capture by traps within a capture radius ----
capture_radius = 0.5        # nm, rough
oxygen_density = 1e18       # 1/cm^3, rough Czochralski value
vacancy_density = 1e16      # 1/cm^3, chosen
per_cm3_to_per_nm3 = 1e-21


def swept_volume(diffusivity, time):
    steady = 4 * np.pi * capture_radius * diffusivity * time
    return steady * (1 + 2 * capture_radius
                     / np.sqrt(np.pi * diffusivity * time))


# Radial diffusion to an absorbing sphere, lengths in capture radii.
scaled_time = D * duration / capture_radius**2
n_shells, dr = 600, 0.1
faces = 1 + dr * np.arange(n_shells + 1)
volumes = (faces[1:]**3 - faces[:-1]**3) / 3
radial = np.zeros((n_shells, n_shells))
for i in range(n_shells - 1):
    conductance = faces[i + 1]**2 / dr
    radial[i, i] -= conductance / volumes[i]
    radial[i, i + 1] += conductance / volumes[i]
    radial[i + 1, i + 1] -= conductance / volumes[i + 1]
    radial[i + 1, i] += conductance / volumes[i + 1]
radial[0, 0] -= 2 / dr / volumes[0]
remaining = expm(radial * scaled_time) @ np.ones(n_shells)
captured = 4 * np.pi * np.sum(volumes * (1 - remaining)) * capture_radius**3
# One per cent allows for the finite shell width at early times.
assert abs(captured / swept_volume(D, duration) - 1) < 0.01
oxygen_loss = 1 - np.exp(-oxygen_density * per_cm3_to_per_nm3
                         * swept_volume(D, duration))
# Two moving vacancies approach each other with diffusivity 2 D.
pair_loss = 1 - np.exp(-vacancy_density * per_cm3_to_per_nm3
                       * swept_volume(2 * D, duration))

# ---- Neglected: drift of a singly charged vacancy ----
field = 0.01                # MV/cm
field_V_per_nm = field * 0.1
drift_velocity = D * field_V_per_nm / thermal_energy
axis = np.ones(3) / np.sqrt(3)
steps_A, steps_B = a * jumps_A @ axis, a * jumps_B @ axis
biased_A = w * np.exp(field_V_per_nm * steps_A / (2 * thermal_energy))
biased_B = w * np.exp(field_V_per_nm * steps_B / (2 * thermal_energy))
share_A = biased_B.sum() / (biased_A.sum() + biased_B.sum())
lattice_velocity = (share_A * (biased_A @ steps_A)
                    + (1 - share_A) * (biased_B @ steps_B))
assert abs(lattice_velocity / drift_velocity - 1) < 1e-4

# ---- Neglected: lattice correction to Fick's law for a density wave ----
wavelength = 5.0            # nm, along a cube axis
k_scaled = 2 * np.pi * a / wavelength
lattice_decay = wave_decay_rates(np.array([k_scaled, 0, 0]))[0][0]
fick_ratio = lattice_decay / (diffusion_coefficient(1, 1) * k_scaled**2)

print("LATTICE TEST (a = w = 1)")
print(f"sites in cluster: {n_sites}")
for time, msd in cluster_msd.items():
    print(f"mean-square displacement at w t = {time}: {msd:.6f} a^2")
print("EXAMPLE: neutral vacancy in silicon, rough parameters")
print(f"lattice constant: {a:.3f} nm")
print(f"attempt frequency per neighbour: {attempt_frequency:.1e} 1/s")
print(f"migration barrier: {barrier:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {thermal_energy:.5f} eV")
print(f"jump length: {jump_length:.4f} nm")
print(f"rate per neighbour w: {w:.3e} 1/s")
print(f"total jump rate 4w: {4 * w:.3e} 1/s")
print(f"diffusion coefficient: {D:.3e} nm^2/s")
print(f"diffusion coefficient: {D * 1e-14:.3e} cm^2/s")
print(f"duration: {duration:.1e} s")
print(f"mean number of jumps: {4 * w * duration:.0f}")
print(f"rms displacement: {rms:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"D factor, barrier lower by 0.05 eV: {barrier_factor:.2f}")
print(f"D factor, 10 K warmer: {warming_factor:.2f}")
print(f"D factor, reversal chance 0.30: {reversal_factor(0.30):.3f}")
print(f"D factor, reversal chance 0: {reversal_factor(0.0):.3f}")
print(f"h nu / kT: {quantum_ratio:.3f}")
print(f"D factor, quantum barrier transmission: {tunnel_factor:.3f}")
print(f"capture radius: {capture_radius:.1f} nm")
print(f"oxygen density: {oxygen_density:.1e} 1/cm^3")
print(f"fraction captured by oxygen: {100 * oxygen_loss:.1f} %")
print(f"density of other vacancies: {vacancy_density:.1e} 1/cm^3")
print(f"fraction meeting a vacancy: {100 * pair_loss:.2f} %")
print(f"electric field: {field:.2f} MV/cm")
print(f"drift if singly charged: {drift_velocity * duration:.3f} nm")
print(f"density wavelength: {wavelength:.1f} nm")
print(f"lattice decay rate / Fick decay rate: {fick_ratio:.5f}")
print("PASS")
```

It prints:

```
LATTICE TEST (a = w = 1)
sites in cluster: 12293
mean-square displacement at w t = 0.1: 0.075000 a^2
mean-square displacement at w t = 0.4: 0.300000 a^2
mean-square displacement at w t = 1.0: 0.750000 a^2
EXAMPLE: neutral vacancy in silicon, rough parameters
lattice constant: 0.543 nm
attempt frequency per neighbour: 1.0e+13 1/s
migration barrier: 0.45 eV
temperature: 300 K
thermal energy: 0.02585 eV
jump length: 0.2351 nm
rate per neighbour w: 2.756e+05 1/s
total jump rate 4w: 1.103e+06 1/s
diffusion coefficient: 1.016e+04 nm^2/s
diffusion coefficient: 1.016e-10 cm^2/s
duration: 1.0e-03 s
mean number of jumps: 1103
rms displacement: 7.81 nm
NEGLECTED EFFECTS
D factor, barrier lower by 0.05 eV: 6.92
D factor, 10 K warmer: 1.75
D factor, reversal chance 0.30: 0.875
D factor, reversal chance 0: 2.000
h nu / kT: 1.600
D factor, quantum barrier transmission: 1.115
capture radius: 0.5 nm
oxygen density: 1.0e+18 1/cm^3
fraction captured by oxygen: 7.2 %
density of other vacancies: 1.0e+16 1/cm^3
fraction meeting a vacancy: 0.14 %
electric field: 0.01 MV/cm
drift if singly charged: 0.393 nm
density wavelength: 5.0 nm
lattice decay rate / Fick decay rate: 0.99758
PASS
```
